\section*{Acoustic phonon vertex diverging from Born charges that violate the sum rule}

\section*{Question}

I am computing polaron energies for a polar insulator with two atoms per cell. The long-range electron--phonon coupling is built from Born charges, the electronic permittivity and the phonon eigenvectors. For the longitudinal optical (LO) branch I get the expected $1/q$. But the longitudinal acoustic (LA) branch also blows up at small $q$, and faster: on a log--log plot its slope is $-3/2$. My acoustic frequencies look fine, linear in $q$ down to the smallest wavevector.

The one suspicious thing is that my charges are $+2.00$ and $-1.94$, so they do not quite add to zero. Can a 3\% mismatch really cause a divergence, and why this power? If I repair the charges, does it matter how I share out the correction, and what acoustic coupling should be left?

\section*{Answer}

Yes, it can. A uniform shift of a neutral lattice produces no macroscopic field, but a uniform shift of a charged lattice does, and a long acoustic wave is locally a uniform shift. The power follows from Poisson's equation and the zero-point amplitude.

\subsection*{The vertex}

Take a cubic insulator with scalar charges $Z_\kappa$ in units of $e$, cell volume $\Omega$, $N$ cells and electronic relative permittivity $\varepsilon_\infty$. Let the atoms move along $\mathbf q$ by $U_\kappa e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}$, where $\mathbf R$ labels the cell and $\boldsymbol\tau_\kappa$ the site. To first order the moving charges carry a polarisation whose long-wave part has amplitude
\begin{equation}
P=\frac{e}{\Omega}\sum_\kappa Z_\kappa U_\kappa .
\end{equation}
If the charges do not sum to zero, a fixed uniform background is implied, which neutralises the undisplaced lattice and does not move with it. The charge density is $\rho=-\nabla\cdot\mathbf P$, with amplitude $-iqP$. Poisson's equation $\varepsilon_0\varepsilon_\infty q^2\phi=\rho$ then gives
\begin{equation}
\phi=-\frac{ie}{\varepsilon_0\varepsilon_\infty\Omega q}\sum_\kappa Z_\kappa U_\kappa .
\end{equation}
An electron has energy $-e\phi$. In a quantised mode, $U_\kappa$ is replaced by $N^{-1/2}u_\kappa(a_{\mathbf q}+a^\dagger_{-\mathbf q})$, where
\begin{equation}
u_\kappa=\sqrt{\frac{\hbar}{2M_\kappa\omega}}\;e_\kappa,\qquad \sum_\kappa|e_\kappa|^2=1 .
\end{equation}
Leaving $N^{-1/2}$ in the Hamiltonian, the vertex is
\begin{equation}
g=\frac{iC}{q}\sum_\kappa Z_\kappa u_\kappa,\qquad C=\frac{e^2}{\varepsilon_0\varepsilon_\infty\Omega}. \label{vertex}
\end{equation}
For a hole the sign is reversed. This is the macroscopic part, without reciprocal lattice vectors $\mathbf G\neq0$. Those terms have finite denominators $|\mathbf q+\mathbf G|^2$, so for an acoustic mode they grow at most like the amplitude, as $\omega^{-1/2}\propto q^{-1/2}$.

\subsection*{Why the power is $-3/2$}

If the force constants are translationally invariant, a rigid shift costs no energy. The acoustic eigenvector at $q\to0$ is therefore $e_\kappa=\sqrt{M_\kappa/M}$, with $M=\sum_\kappa M_\kappa$. The masses cancel in the displacement:
\begin{equation}
u_\kappa=\sqrt{\frac{\hbar}{2M_\kappa\omega}}\sqrt{\frac{M_\kappa}{M}}
=\sqrt{\frac{\hbar}{2M\omega}}\equiv u_0 .
\end{equation}
With $\Delta Z=\sum_\kappa Z_\kappa$ and $\omega=vq$, equation (\ref{vertex}) becomes
\begin{equation}
|g|\to\frac{C|\Delta Z|}{q}\sqrt{\frac{\hbar}{2Mvq}}
=C|\Delta Z|\sqrt{\frac{\hbar}{2Mv}}\;q^{-3/2}. \label{main}
\end{equation}
One power of $1/q$ comes from the Coulomb field and half a power from the growing zero-point amplitude. The size of $\Delta Z$ sets the prefactor but not the exponent.

For tensor charges and permittivity, $\Delta Z/\varepsilon_\infty$ is replaced by $\hat{\mathbf q}\cdot\Delta\mathbf Z\cdot\hat{\mathbf e}/(\hat{\mathbf q}\cdot\boldsymbol\varepsilon_\infty\cdot\hat{\mathbf q})$, with $\hat{\mathbf e}$ the direction of the rigid shift. Transverse branches can then diverge as well. In a metal the argument for repairing the charges fails, because their sum need not vanish there.

\subsection*{The linear frequency is a real condition}

If your frequencies stay linear to small enough $q$, the raw charges did not enter your dynamical matrix uncorrected. To see how small, suppose they had. Let $2K$ be the short-range restoring constant for the relative motion of the two sublattices. The longitudinal field $-P/(\varepsilon_0\varepsilon_\infty)$ exerts the force $-CZ_\kappa\Sigma$ on ion $\kappa$, where $\Sigma=Z_1U_1+Z_2U_2$. At $q\to0$,
\begin{align}
M_1\omega^2U_1&=2K(U_1-U_2)+CZ_1\Sigma,\\
M_2\omega^2U_2&=-2K(U_1-U_2)+CZ_2\Sigma .
\end{align}
Use the centre of mass $X$ and the relative displacement $\delta=U_1-U_2$, so that $U_1=X+M_2\delta/M$ and $U_2=X-M_1\delta/M$. Then
\begin{equation}
\Sigma=\Delta Z\,X+Z_o\delta,\qquad Z_o=\frac{M_2Z_1-M_1Z_2}{M}.
\end{equation}
Adding the two equations of motion, and separately dividing each by its mass and subtracting, gives
\begin{equation}
M\omega^2X=C\Delta Z\,\Sigma,\qquad \mu\omega^2\delta=2K\delta+CZ_o\Sigma,
\end{equation}
with $\mu=M_1M_2/M$. On the low branch $\mu\omega^2\ll2K$, so $\delta=-CZ_o\Sigma/(2K)$. Inserting this in $\Sigma$ yields
\begin{equation}
\Sigma=\frac{\Delta Z\,X}{1+CZ_o^2/(2K)}=\frac{\varepsilon_\infty}{\varepsilon_s}\Delta Z\,X,
\end{equation}
where $\varepsilon_s=\varepsilon_\infty[1+CZ_o^2/(2K)]$ is the static permittivity of the model. Hence the LA branch starts at a finite frequency,
\begin{equation}
\omega_s^2=\frac{e^2\Delta Z^2}{\varepsilon_0\varepsilon_s\Omega M},
\end{equation}
and, with $X=\sqrt{\hbar/(2M\omega_s)}$ now independent of $q$,
\begin{equation}
|g|\to\frac{e^2|\Delta Z|}{\varepsilon_0\varepsilon_s\Omega q}\sqrt{\frac{\hbar}{2M\omega_s}}\propto\frac1q .
\end{equation}
This is the plasma oscillation of a charged lattice against its background. The gap shows only when $q$ is not large compared with $\omega_s/v$, which is 0.09 nm$^{-1}$ for the numbers used below. At larger $q$ the frequency looks linear and the power moves towards $-3/2$. In this example it reaches $-1.41$ near 0.3 nm$^{-1}$, before the internal-strain term described below weakens it again. So check that your smallest wavevector lies well below this value. As $q\to0$, the power $-3/2$ needs sum-rule-respecting phonons together with sum-rule-violating charges in the vertex.

\subsection*{Renormalising the charges}

Replace
\begin{equation}
Z_\kappa\;\to\;Z'_\kappa=Z_\kappa-w_\kappa\Delta Z,\qquad \sum_\kappa w_\kappa=1 .
\end{equation}
Then $\sum_\kappa Z'_\kappa=\Delta Z-\Delta Z=0$, and the rigid-shift term vanishes for any such weights. Two choices have a clear meaning.

Equal weights make the smallest change in the least-squares sense. Minimising $\sum_\kappa\delta_\kappa^2$ under $\sum_\kappa\delta_\kappa=-\Delta Z$ with a multiplier $\lambda$ gives $2\delta_\kappa=\lambda$, the same for every atom.

Mass weights, $w_\kappa=M_\kappa/M$, leave the zone-centre LO vertex unchanged at fixed eigenvectors and frequency. The change in the charge sum is
\begin{equation}
-\Delta Z\sum_\kappa\frac{M_\kappa}{M}\sqrt{\frac{\hbar}{2M_\kappa\omega}}\,e_\kappa
=-\frac{\Delta Z}{M}\sqrt{\frac{\hbar}{2\omega}}\sum_\kappa\sqrt{M_\kappa}\,e_\kappa=0,
\end{equation}
because optical eigenvectors are orthogonal to the acoustic one. This preserves the LO number you had; it does not show that the number was right. Born charges do not depend on nuclear masses, so I would use equal weights. The difference between the two choices does not measure the error in the charges: for equal masses it vanishes, whatever $\Delta Z$ is. The repair fixes only the sum, and errors that cancel in the sum remain. If they matter, converge the charges better.

\subsection*{What acoustic coupling is left}

The two sublattices do not move quite together at finite $q$. To see the consequence, take rocksalt along $[111]$, where cation and anion planes alternate at equal distances $d=c/2$. Let $K$ connect neighbouring unlike planes and $K_s$ neighbouring like planes, and let the repaired charges be $\pm Z$. For the cation,
\begin{equation}
M_1\omega^2U_1=2K(U_1-U_2\cos qd)+2K_s(1-\cos qc)U_1+CZ^2(U_1-U_2),
\end{equation}
and the anion equation follows by exchanging 1 and 2. Expand to order $q^2$, with $U_1\simeq U_2\simeq U_0$ wherever a factor $q^2$ is already present:
\begin{align}
M_1\omega^2U_0&=S\delta+(Kd^2+K_sc^2)q^2U_0,\\
M_2\omega^2U_0&=-S\delta+(Kd^2+K_sc^2)q^2U_0,
\end{align}
where $S=2K+CZ^2$. The sum gives $Mv^2=2(Kd^2+K_sc^2)=c^2(K/2+2K_s)$. The difference gives
\begin{equation}
\delta=\frac{(M_1-M_2)v^2}{2S}\,q^2U_0 .
\end{equation}
The vertex is $iCZ\delta/q$ with $U_0=u_0$, so
\begin{equation}
|g|=D\,q\sqrt{\frac{\hbar}{2Mvq}}\propto q^{1/2},\qquad
D=\frac{CZ|M_1-M_2|v^2}{2S}.
\end{equation}
This has the form of a deformation potential. It is one contribution among several: dynamical octupoles and short-range electronic terms, left out here, enter at the same order. Dynamical quadrupoles vanish in rocksalt, because every ion sits at an inversion centre.

Without inversion symmetry the residue can be larger, depending on the direction of $\mathbf q$: in zincblende this happens for LA waves along $[111]$, but not along $[100]$ or $[110]$. For simplicity keep the plane distances equal, although in zincblende they differ. Let the springs on the two sides of a cation be $K_1$ and $K_2$, and now let $S=K_1+K_2+CZ^2$. The spring force contains $-(K_1e^{iqd}+K_2e^{-iqd})U_2$, whose part linear in $q$ no longer cancels. At first order
\begin{equation}
0=S\delta-iqd(K_1-K_2)U_0
\quad\Rightarrow\quad
\delta=\frac{iqd(K_1-K_2)}{S}U_0 .
\end{equation}
Now $CZ\delta/q$ is constant times $U_0$, and $|g|\propto q^{-1/2}$. This is the internal-strain part of the genuine piezoelectric coupling, to which dynamical quadrupoles, left out here, add a term of the same order. It should not be removed. A slope of $-1/2$ after the repair is therefore acceptable in a piezoelectric crystal; a slope of $-3/2$ is not.

\subsection*{Numbers for your charges}

I took round parameters in the regime of MgO: lattice constant 0.42 nm, $\Omega=0.01852$ nm$^3$, masses 24.3 and 16.0 u, $\varepsilon_\infty=3$, and $K=K_s=45$ N/m. They give $v=9.94$ km/s. At the zone centre $\mu\omega_{\rm LO}^2=S$, while a transverse mode has no macroscopic field and $\mu\omega_{\rm TO}^2=2K$. The quanta are 88.9 and 49.3 meV, so $\varepsilon_s=3\times(88.94/49.33)^2=9.75$.

With $\Delta Z=0.06$, $C\Delta Z=19.54$ eV/nm$^2$. At $q=0.1$ nm$^{-1}$ the zero-point shift is $u_0=0.02815$ nm, and equation (\ref{main}) gives
\begin{equation}
|g|=\frac{19.54\ \text{eV/nm}^2}{0.1\ \text{nm}^{-1}}\times0.02815\ \text{nm}=5.50\ \text{eV}.
\end{equation}
Diagonalising the full two-plane dynamical matrix, with equal-weight charges in it, gives the values below. The vertex contains the raw charges in the column ``raw LA'' and the equal-weight charges in the other two.

\begin{center}
\begin{tabular}{cccc}
$q$ (nm$^{-1}$) & raw LA (eV) & repaired LA (eV) & LO (eV)\\
0.01 & 174 & 0.0013 & 317\\
0.1 & 5.50 & 0.0042 & 31.7\\
1 & 0.187 & 0.0133 & 3.16
\end{tabular}
\end{center}

At 1 nm$^{-1}$ the limiting formula gives 0.174 eV instead of 0.187 eV. Most of the difference is the internal-strain term, which here has the same sign as the spurious one. Between 0.01 and 0.02 nm$^{-1}$ the power is $-1.500$ for raw charges and $+0.500$ after either repair. With springs of 60 and 30 N/m it is $-0.500$. With raw charges in the dynamical matrix too, a gap of 0.61 meV opens, and the power between 0.001 and 0.002 nm$^{-1}$ is $-1.000$. At a fixed dynamical matrix, equal weights change the LO vertex by $+0.3\%$ relative to its raw value.

The raw LA vertex overtakes the LO vertex only at very long waves. For the LO mode the relative zero-point displacement is $\sqrt{\hbar/(2\mu\omega_{\rm LO})}$, so the ratio of the two vertices is $(\Delta Z/Z)\sqrt{\mu\omega_{\rm LO}/(Mvq)}$. It reaches one at
\begin{equation}
q=\left(\frac{\Delta Z}{Z}\right)^2\frac{\mu\omega_{\rm LO}}{Mv}=0.0030\ \text{nm}^{-1}.
\end{equation}
Temperature makes matters worse sooner. At 300 K and 0.1 nm$^{-1}$ the LA occupation is 39, so $|g|^2(2n+1)$ is $5.50^2\times79\simeq2400$ eV$^2$, against $31.7^2\simeq1000$ eV$^2$ for LO phonons at zero occupation. These are coupling strengths, not scattering rates, which also need energy conservation.

\subsection*{Effect on a polaron energy}

For a fixed carrier density with Fourier transform $\rho_{\mathbf q}$, each mode is a displaced oscillator. With $\gamma=g_{\mathbf q}\rho_{\mathbf q}/\sqrt N$,
\begin{equation}
\hbar\omega a^\dagger a+\gamma a+\gamma^*a^\dagger
=\hbar\omega\Big(a^\dagger+\frac{\gamma}{\hbar\omega}\Big)\Big(a+\frac{\gamma^*}{\hbar\omega}\Big)-\frac{|\gamma|^2}{\hbar\omega}.
\end{equation}
The lattice energy is therefore
\begin{equation}
E=-\frac1N\sum_{\mathbf q\ne0}\frac{|g_{\mathbf q}|^2|\rho_{\mathbf q}|^2}{\hbar\omega_{\mathbf q}},\qquad
\frac{|g|^2}{\hbar\omega}=\frac{(C\Delta Z)^2}{2Mv^2q^4}
\end{equation}
for the spurious term, with isotropic sound assumed. In a cubic supercell of side $L$, $\mathbf q=2\pi\mathbf n/L$ and $N=L^3/\Omega$. When $L$ is much larger than the polaron, $|\rho_{\mathbf q}|\to1$ in the dominant terms, and
\begin{equation}
E\simeq-\frac{\Omega(C\Delta Z)^2}{2Mv^2(2\pi)^4}\,L\sum_{\mathbf n\ne0}\frac1{n^4},
\qquad \sum_{\mathbf n\neq0}\frac1{n^4}=16.53 .
\end{equation}
The magnitude grows by 0.91 meV per nm, without limit. For a density $\propto e^{-r^2/r_p^2}$ with $r_p=0.5$ nm imposed, the sum gives $-1.5$ meV at $L=4$ nm, $-4.8$ meV at 8 nm and $-34$ meV at 40 nm. These values are for the spurious term alone. Its cross term with the internal-strain coupling adds $-1.0$ to $-1.6$ meV to the LA energy, but the change in the LO energy nearly cancels this. The repaired LA term settles at $-0.25$ meV. The LO energy of the same density, taken in the infinite-cell limit with flat dispersion, is $-265$ meV. A true deformation potential, left out here, would add a further cross term of either sign: for 10 eV, about 6 meV at $L=4$ nm. In a small cell the error from your 3\% mismatch is thus small beside the LO energy, though not beside the acoustic energy, and it spoils an extrapolation in $L$ that allows, besides a constant, only for terms that vanish as $L\to\infty$.

\subsection*{How far this carries over to MgO}

The sound velocity, permittivities and optical quanta above are close to the rough values for MgO; the mismatch is yours, not a property of the material. The main omission is the true acoustic coupling. The internal-strain constant here is $D=1.5$ eV, whereas a deformation potential of 10 eV, a rough typical size, would equal the raw spurious vertex at 1.4 nm$^{-1}$, about a tenth of the way to the zone boundary. Below that wavevector the artefact would hide the physics.

Free carriers would also screen long waves. At $10^{17}$ cm$^{-3}$ and 300 K, with the model's $\varepsilon_s$, the Debye wavevector is $q_D=0.085$ nm$^{-1}$. A simple static factor $q^2/(q^2+q_D^2)$ would lower the 5.5 eV at 0.1 nm$^{-1}$ to about 3.2 eV, or to 1.7 eV if the lattice is taken not to share in the screening and $\varepsilon_\infty$ replaces $\varepsilon_s$ in $q_D$, so doping can mask the error without curing it.

Finally, the polaron energies are lattice energies at fixed density, not binding energies. Take a band mass of $2m_e$, an assumed value of the rough size of a heavy hole mass. The localised carrier then has a kinetic energy of 114 meV, which with the LO energy gives a total of $-151$ meV. (A conduction electron in MgO is much lighter, roughly $0.4m_e$; with that mass a density of radius 0.5 nm would have a positive total energy, about $+0.3$ eV, and the coupling constant below would be 1.8.) The same parameters give a Fröhlich coupling constant $\alpha=4.0$, and the Lee--Low--Pines bound then puts the ground state of a mobile polaron at or below $-\alpha\hbar\omega_{\rm LO}=-359$ meV. The localised density with a slow lattice is therefore not a good model of the ground state here; it serves only to show how the error scales with $L$. The remaining values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
lattice constant                      0.420 nm
cell volume                           0.01852 nm^3
plane repeat distance c               0.2425 nm
zone boundary pi/c                    12.96 nm^-1
masses                                24.3, 16.0 u
electronic permittivity               3.00
springs unlike, like planes           45.0, 45.0 N/m
raw charges                           +2.000, -1.940 e
charge remainder dZ                   +0.060 e
equal-weight charges                  +1.9700, -1.9700 e
mass-weight charges                   +1.9638, -1.9638 e
LA sound velocity                     9.942 km/s
TO, LO phonon energies                49.33, 88.94 meV
static permittivity                   9.750
e^2 dZ/(eps0 eps_inf Omega)           19.539 eV/nm^2
q=0.01 nm^-1: zero-point shift       0.08902 nm
  raw LA, limiting formula            173.94, 173.94 eV
  corrected LA, LO                    0.00133, 316.63 eV
q=0.1 nm^-1: zero-point shift       0.02815 nm
  raw LA, limiting formula            5.5048, 5.5005 eV
  corrected LA, LO                    0.004206, 31.662 eV
q=1 nm^-1: zero-point shift       0.00890 nm
  raw LA, limiting formula            0.18738, 0.17394 eV
  corrected LA, LO                    0.01328, 3.1634 eV
power of q, raw LA                    -1.5000
power of q, equal / mass weights      0.5000 / 0.5000
power of q, unequal springs           -0.5000
unequal springs K1, K2                60.0, 30.0 N/m
power of q, raw dynamical matrix      -1.0001
spurious LA gap                       0.6130 meV
gap reaches v q at q                  0.0937 nm^-1
residual deformation constant         1.494 eV
LO vertex change, equal weights       +0.315 %
LO vertex change, mass weights        +0.00000 %
raw LA equals LO vertex at q          0.00302 nm^-1
polaron radius r_p                    0.50 nm
L=2 nm: spurious, corrected LA energy -0.2229, -0.1923 meV
L=4 nm: spurious, corrected LA energy -1.5086, -0.2465 meV
L=8 nm: spurious, corrected LA energy -4.8491, -0.2534 meV
L=20 nm: spurious, corrected LA energy -15.5694, -0.2543 meV
L=40 nm: spurious, corrected LA energy -33.6764, -0.2543 meV
lattice sum of 1/n^4                  16.532
asymptotic growth of |energy|         0.9084 meV/nm
LO lattice energy                     -265.13 meV
kinetic energy, band mass 2 m_e       114.30 meV
kinetic energy / LO quantum           1.285
10 eV deformation equals raw LA at q 1.398 nm^-1
LA occupation, 300 K, q=0.1 nm^-1     39.01
Debye wavevector at 1e+17 cm^-3    0.0847 nm^-1
degeneracy n lambda^3                 0.00282
\end{verbatim}
